# Why a Uniform Hole in a Supercell Needs No Point-Charge Correction

**Q:** I have removed one electron from a 96-atom supercell of a hafnia-like oxide. The cell now carries charge $+e$ and repeats periodically, so the hole interacts with its own images and with the neutralising background. I therefore add the point-charge correction. Every cell with one missing electron needs it, because the charge is $+e$ in every case.

**A:** The total charge fixes one Fourier component of the density. The electrostatic energy depends on all the others. What does the hole density look like in your cell?

**Q:** I have not looked. Why should it matter, if the correction contains just the charge, the permittivity and the cell size?

**A:** Because a shape was assumed when it was derived. Take a cubic cell of edge $L$ and volume $V=L^3$, with isotropic linear screening of relative permittivity $\varepsilon$. Let $n(\mathbf r)$ be the hole density, normalised to one hole per cell, and let $k=e^2/(4\pi\varepsilon_0)$. The background has density $-1/V$. The potential energy $\phi$ of a test charge $+e$ obeys

$$\nabla^2\phi=-\frac{4\pi k}{\varepsilon}\left(n-\frac1V\right).$$

Write $n=\sum_{\mathbf G}n_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$. Normalisation gives $n_0=1/V$, which the background removes. For $\mathbf G\neq0$ the Laplacian multiplies by $-G^2$, so $\phi_{\mathbf G}=4\pi k\,n_{\mathbf G}/(\varepsilon G^2)$. The component $\phi_0$ is not fixed by the equation, and the usual convention sets it to zero. The energy per cell is half the charge density times the potential:

$$E_{\rm per}=\frac12\int_V\phi\left(n-\frac1V\right)d^3r=\frac{2\pi kV}{\varepsilon}\sum_{\mathbf G\ne0}\frac{|n_{\mathbf G}|^2}{G^2}.$$

The hole's charge has dropped out with $n_0$. What remains is its shape.

**Q:** Then show me how the familiar correction arises from this.

**A:** Use a Gaussian hole with standard deviation $\sigma$ along each axis, repeated in every cell. It has $n_{\mathbf G}=e^{-\sigma^2G^2/2}/V$, so

$$E_{\rm per}=\frac{2\pi k}{\varepsilon V}\sum_{\mathbf G\ne0}\frac{e^{-\sigma^2G^2}}{G^2}.$$

For an isolated Gaussian the sum becomes $V\int d^3G/(2\pi)^3$. The angular integral gives $4\pi$ and the factors $G^2$ cancel:

$$E_{\rm iso}=\frac{2\pi k}{\varepsilon}\,\frac{4\pi}{8\pi^3}\int_0^\infty e^{-\sigma^2G^2}dG=\frac{k}{2\sqrt\pi\,\varepsilon\sigma}.$$

The correction to be added to a supercell energy is $C=E_{\rm iso}-E_{\rm per}$. To see its size dependence, set $s=\sigma^2$ and differentiate, which removes the $1/G^2$:

$$\frac{dE_{\rm per}}{ds}=-\frac{2\pi k}{\varepsilon}\left[\frac1V\sum_{\text{all }\mathbf G}e^{-sG^2}-\frac1V\right].$$

Poisson summation turns the first term into a sum over lattice vectors, $\sum_{\mathbf R}(4\pi s)^{-3/2}e^{-R^2/4s}$. Its $\mathbf R=0$ term reproduces $dE_{\rm iso}/ds$. Subtracting therefore leaves

$$\frac{dC}{ds}=-\frac{2\pi k}{\varepsilon}\left[\frac1V-\sum_{\mathbf R\ne0}\frac{e^{-R^2/4s}}{(4\pi s)^{3/2}}\right].$$

For $\sigma\ll L$ the lattice sum is exponentially small. Integrating from $s=0$ gives

$$C\simeq\frac{\alpha k}{2\varepsilon L}-\frac{2\pi k\sigma^2}{\varepsilon L^3}.$$

The first term is the value at $\sigma=0$. It must scale as $1/L$, because $L$ is then the one length left, and it defines the number $\alpha$.

**Q:** And where does the value of $\alpha$ come from?

**A:** From the same equation, with the lattice sum kept. Each of its terms integrates to

$$\int_0^s\frac{e^{-R^2/4s'}}{(4\pi s')^{3/2}}ds'=\frac{1}{4\pi R}\,{\rm erfc}\!\left(\frac{R}{2\sqrt s}\right),$$

as differentiation confirms. Solve for $C(0)$ and choose $\sigma=L/(2\sqrt\pi)$. In units of $k/(2\varepsilon L)$, the isolated energy contributes 2 and the term $2\pi k\sigma^2/(\varepsilon L^3)$ contributes 1. With $\mathbf n$ running over integer vectors,

$$\alpha=3-\sum_{\mathbf n\ne0}\left[\frac{e^{-\pi n^2}}{\pi n^2}+\frac{{\rm erfc}(\sqrt\pi\,n)}{n}\right]=2.837297.$$

Your cell has $L=2\times0.51=1.02$ nm. With $k=1.440$ eV nm and a rough electronic permittivity of 4.5, appropriate to clamped ions, the point-charge correction is

$$\frac{2.8373\times1.440}{2\times4.5\times1.02}\ \text{eV}=0.445\ \text{eV}.$$

That is right for a compact hole. Now put a perfectly uniform hole into the energy formula.

**Q:** Then $n=1/V$ everywhere, and $n_{\mathbf G}=0$ for every $\mathbf G\neq0$. The energy is zero.

**A:** It is zero at every $L$. The hole and the background cancel point by point, so there is no charge density, no field, and no potential shift either.

**Q:** So the refutation is that the interaction between the hole and the background vanishes.

**A:** That wording is too weak. With the zero-mean convention, the interaction of any hole with the background is

$$\int_V\phi\left(-\frac1V\right)d^3r=-\phi_0=0.$$

This holds for a point charge as well, and the point charge still needs 0.445 eV. What singles out the uniform hole is that the total energy of hole, images and background vanishes.

You can see the same thing without the convention. Take a large finite block filled with uniform hole charge, and let its self-energy be $U$. The background has the opposite density in the same block, so its self-energy is also $U$ and the mutual energy is $-2U$. The mutual energy is not zero. The sum $U-2U+U$ is.

**Q:** A correction is a difference between two energies. You have shown that the periodic one vanishes. What is the isolated one?

**A:** That is the right question, and the answer depends on which state you want to describe. For a hole in a band, the target is the dilute limit of a state that spreads over the whole crystal. Its density is $1/V$ at each size, its electrostatic energy is zero at each size, and so the limit is zero. The supercell has already reached it.

If you add the point-charge term anyway, the error relative to that limit is the whole term. With the permittivity held at 4.5, it is 0.445 eV for 96 atoms, 0.297 eV for 324, 0.223 eV for 768 and 0.178 eV for 1500. The "corrected" energies do converge to the right limit, but as $1/L$, whereas the uncorrected electrostatic energy had no size error at all.

**Q:** I find it odd that one charge $e$ can cost 0.445 eV or nothing. Is there something in between?

**A:** Split the hole evenly over $m^3$ points on a regular grid in the cell. Each point carries $e/m^3$, and the points form a simple cubic lattice of spacing $L/m$.

For a lattice of unit charges with spacing $L$, the images and background produce the potential $-\alpha k/(\varepsilon L)$ at each charge. Half of this is the energy $-\alpha k/(2\varepsilon L)$, the negative of the correction. In the split lattice the spacing is smaller by $m$ and the charge by $m^3$, so the potential at each point is

$$-\frac{\alpha k}{\varepsilon(L/m)}\,\frac1{m^3}=-\frac{\alpha k}{\varepsilon Lm^2}.$$

Multiply by the charge $1/m^3$, by the number of points $m^3$, and by $1/2$ for double counting:

$$E_m=-\frac{\alpha k}{2\varepsilon Lm^2}.$$

For 1, 8, 27, 64 and 125 points this gives $-0.445$, $-0.111$, $-0.0495$, $-0.0278$ and $-0.0178$ eV. Explicit sums over all pairs and images agree with the formula. The self-energy of each fragment is left out, but it does not spoil the limit. For fragments whose size is a fixed fraction of the spacing, it is of order $(k/\varepsilon)(m/L)/m^6$ each, so all $m^3$ together contribute of order $k/(\varepsilon Lm^2)$, which also vanishes.

**Q:** Suppose my hole is neither a point nor uniform. Say it is a broad cloud.

**A:** Then the correction lies between the two. The table gives $E_{\rm iso}-E_{\rm per}$ for a Gaussian, with $L=1.02$ nm and $\varepsilon=4.5$ fixed.

| $\sigma/L$ | correction (eV) |
|---|---|
| 0.05 | 0.440 |
| 0.10 | 0.425 |
| 0.20 | 0.367 |
| 0.40 | 0.221 |
| 1.00 | 0.0885 |
| 2.00 | 0.0442 |

At $\sigma=0.1L$ the compact formula gives $0.445-0.020=0.425$ eV, as in the table. At $\sigma\gg L$ the factor $e^{-\sigma^2G^2}$ suppresses every term of $E_{\rm per}$, and the correction becomes $E_{\rm iso}=k/(2\sqrt\pi\,\varepsilon\sigma)$. It falls to zero as the cloud spreads without limit.

The last two rows carry a warning. A cloud with $\sigma=L$ and one with $\sigma=2L$ both overlap their images so strongly that the supercell density is almost uniform, yet they need different corrections. A flat density in one cell therefore does not prove that you have a band hole. It could be a shallow bound state too large for the cell. You must enlarge the cell and see whether the hole keeps filling it.

**Q:** A hole at the top of a real valence band is not uniform either. In my oxide it sits mostly on oxygen. Does that bring the correction back?

**A:** It brings back a different and much smaller term. In a perfect crystal, a Bloch state has a density that repeats from one primitive cell to the next. Let the supercell hold $N$ primitive cells of volume $\Omega$, so $V=N\Omega$, and let $u(\mathbf r)$ be the periodic density normalised to one per primitive cell. Then $n=u/N$, and the surviving components are $n_{\mathbf G}=u_{\mathbf G}/N$ at reciprocal vectors of the primitive lattice. Keep $\varepsilon$ constant for the moment:

$$E_{\rm per}=\frac{2\pi kN\Omega}{\varepsilon}\sum_{\mathbf G\ne0}\frac{|u_{\mathbf G}|^2}{N^2G^2}=\frac{E_{\rm cell}}N.$$

Here $E_{\rm cell}$ is the same expression for one hole per primitive cell, and does not depend on $N$. Since $N\propto L^3$, the energy falls as $L^{-3}$. There is no $1/L$ term, because the smallest wavevector in the sum belongs to the primitive cell, not to the supercell.

For your example, spread the hole equally over the 64 oxygen sites of the cubic structure, as Gaussians with $\sigma=0.06$ nm. Even without screening, the energy is 10.6 meV, and the mistaken correction is about forty times larger. The number depends strongly on the assumed width: $\sigma=0.04$ nm gives 47 meV, and the ratio falls to about nine. A real oxygen 2p hole is also lobed rather than round. The doubly occupied 2p orbital, computed with Hartree–Fock or the local density approximation, gives about 55 meV for an isolated O atom and about 40 meV for an O$^-$ ion, so a ratio of eight to eleven is more realistic than forty. The $L^{-3}$ scaling is the same for all these shapes. All these values assume a single Bloch state. If band tops at several $k$ points fold onto $\Gamma$ of the supercell, a code may return a mixture of them, whose density repeats only over a larger cell. Two tops at X, for example, can combine to put the hole on half of the oxygen sites, which raises the 10.6 meV to 51 meV. The energy still falls as $L^{-3}$ if that pattern stays the same as the supercell grows.

**Q:** That is classical electrostatics with a frozen hole. My code computes total energies, and the other electrons relax.

**A:** Let us do it for a Hartree crystal, where the energy consists of one-electron terms and the mean Coulomb repulsion. Write $(f|g)$ for the unscreened periodic Coulomb integral of two densities, without its $\mathbf G=0$ term. Remove one electron of density $h$ from the top of the band, and first keep all orbitals fixed. If $\rho$ is the original electron density, the repulsion changes by

$$\tfrac12(\rho-h|\rho-h)-\tfrac12(\rho|\rho)=-(\rho|h)+\tfrac12(h|h).$$

The lost one-electron energy and $(\rho|h)$ together make up the band energy $\varepsilon_V$. Hence the frozen energy change is

$$E_+-E_0=-\varepsilon_V+\tfrac12(h|h),$$

and $\tfrac12(h|h)$ is the $E_{\rm cell}/N$ found above, with $\varepsilon=1$. Relaxing the orbitals can only lower $E_+$, so this is an upper bound.

There is a lower bound too. For any state with one electron fewer, whose density differs from $\rho$ by $\delta$, the energy change is the change in the band sum evaluated with the original Hamiltonian, plus $\tfrac12(\delta|\delta)$. The second part is not negative, as its Fourier form shows. The first part is at least $-\varepsilon_V$, since the most energy one can take out of the band sum is that of its highest occupied state. Therefore

$$0\le E_+-E_0+\varepsilon_V\le\frac{E_{\rm cell}}N.$$

A term proportional to $1/L$ cannot fit between these bounds at large $L$.

**Q:** Do relaxed calculations behave this way?

**A:** Yes, for a model crystal with two electrons per primitive cell, a lattice constant of 6 bohr and the external potential $-w(\cos gx+\cos gy+\cos gz)$, where $w=0.6$ hartree and $g$ is the shortest reciprocal vector. These are round parameters, not those of hafnia. The remainder $E_+-E_0+\varepsilon_V$ is 254, 31.0 and 9.2 meV for 8, 64 and 216 primitive cells. The corresponding upper bounds are 314, 39.3 and 11.65 meV. Between successive sizes the remainder scales as $L^{-3.03}$ and $L^{-3.00}$. These values use 64 plane waves per $k$ point; a larger basis lowers the remainders by about 1 per cent, raises the upper bounds by up to 0.3 per cent and leaves the scaling unchanged.

There is a physical reading. If the Fermi level lies at the band top, taking an electron from the band and placing it in the reservoir should cost nothing in the dilute limit. That cost is $E_+-E_0+\varepsilon_V$. Adding the point-charge term would make your perfect 96-atom oxide charge 0.445 eV for an ordinary band hole.

**Q:** My functional also contains exchange and correlation.

**A:** For a semilocal functional and a uniform density, let $f(n_e)$ be the exchange energy per volume at electron density $n_e$. After the linear term has gone into $\varepsilon_V$, removing one electron evenly leaves

$$V\left[f\!\left(n_e-\frac1V\right)-f(n_e)+\frac{f'(n_e)}V\right]\simeq\frac{f''(n_e)}{2V}.$$

This again falls as $L^{-3}$. With local exchange and the 512 valence electrons of your cell treated as uniform, it is $-3.6$ meV in a calculation without spin polarisation. If the electron leaves a single spin channel, the value doubles to $-7.2$ meV. Adding local correlation changes the two values to about $-3.8$ and $-6.5$ meV. The uniform model understates the size: with the hole shared among oxygen 2p orbitals and the densities of an isolated O atom or O$^-$ ion, the unpolarised exchange term is about $-8$ to $-10$ meV, still with the $L^{-3}$ scaling. I have not covered exact exchange. Its long-range part has a finite-size error of its own, and a hybrid functional needs a separate convergence study.

**Q:** Then may I leave the energy of a band hole uncorrected?

**A:** Only if the electron is taken from states at the band top. Suppose the top is at $\Gamma$, the band is parabolic with mass $m$, and you use an offset $2\times2\times2$ mesh with one electron removed at each mesh point. All points have components $\pm\pi/(2L)$, so the electron comes from a depth

$$\frac{\hbar^2}{2m}\,3\left(\frac{\pi}{2L}\right)^2=\frac{3\pi^2\hbar^2}{8mL^2}$$

below the top. At $L=1.02$ nm this is 0.27 eV for the free-electron mass and 0.09 eV for three times that mass. The charged energy is too high by this amount, and it should be subtracted. The point-charge term would be added, so here it would push the energy further from the correct value. Including the band top in the mesh does not remove the error, because each mesh point carries only a fraction of the cell's hole and deeper points must supply the rest. For one spin-degenerate band with the free-electron mass, a $\Gamma$-centred $2\times2\times2$ mesh also gives 0.27 eV, and a dense mesh gives 0.21 eV. Band filling is kinetic in origin and scales as $L^{-2}$; the two should not be merged.

**Q:** In a gate stack I often use a slab with vacuum. If the hole is uniform across the oxide film, am I still safe?

**A:** No. The background fills the vacuum as well, so it no longer matches the hole. Let the film have thickness $t$, the cell height $c$ and the area $A$. The net number density is

$$\frac1A\left(\frac1t-\frac1c\right)=\frac{c-t}{Atc}$$

in the film and $-1/(Ac)$ in the vacuum. By symmetry the displacement field is zero at both midplanes, and it grows linearly from each. Expressed as net number per area, call it $D$. The energy is $2\pi kA\int D^2dz/\varepsilon(z)$. A region of width $w$ and density $\nu$ contributes $\int D^2dz=\nu^2w^3/12$, so

$$E_{\rm slab}=\frac{\pi k(c-t)^2}{6Ac^2}\left[\frac t\varepsilon+(c-t)\right].$$

This vanishes at $t=c$, the bulk case, and grows without limit as vacuum is added at fixed $A$ and $t$. The cancellation requires that hole and background occupy the same region.

**Q:** How close is your bulk example to real hafnia?

**A:** The permittivities, about 4.5 for electrons alone and 20 with ions, are rough typical values, and so is the 0.51 nm cubic cell. Hafnia in devices may be monoclinic, of another phase or amorphous. Raising the permittivity by ten per cent along one axis and lowering it by ten per cent along another, so that its mean stays at 4.5, changes the compact-hole correction by less than 1 meV. A change in the mean matters more, since the correction is inversely proportional to it. The uniform result stays at zero in either case. The assumption most likely to break is that the hole stays spread out. Disorder, a defect or relaxing ions can localise it, and then a correction is needed: up to 0.445 eV for clamped ions, or up to 0.100 eV when ionic relaxation raises the permittivity to 20.

**Q:** Can you estimate whether the ions would trap it?

**A:** Roughly, with a static continuum and a Gaussian trial state. The wavefunction $\psi\propto e^{-r^2/4\sigma^2}$ has $|\nabla\psi|^2=r^2\psi^2/(4\sigma^4)$. Since $\langle r^2\rangle=3\sigma^2$, the kinetic energy is $3\hbar^2/(8m\sigma^2)$. Ionic relaxation changes the screening from $\varepsilon_\infty$ to $\varepsilon_s$ and lowers the energy of the cloud, so

$$E(\sigma)=\frac a{\sigma^2}-\frac b\sigma,\quad a=\frac{3\hbar^2}{8m},\quad b=\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right)\frac{k}{2\sqrt\pi}.$$

Setting $-2a/\sigma^3+b/\sigma^2=0$ gives $\sigma=2a/b$ and $E=-b^2/(4a)$. For the free-electron mass these are 0.82 nm and $-0.04$ eV relative to the spread-out hole. For three times that mass they are 0.27 nm and $-0.13$ eV.

Here $\sigma$ is a standard deviation, so the clouds are wider than it suggests. The first has a full width at half maximum of 1.9 nm, almost twice your cell edge, so a 96-atom calculation cannot represent it in isolation. The second has 0.64 nm, only two or three oxygen spacings, where a continuum is doubtful.

Two more limits matter. The ions are treated as static and classical, which is doubtful when the binding energy is comparable with a phonon quantum. The estimate also leaves out any repulsion of the hole with itself, as is right for a single particle. For clouds as wide as these two, a semilocal functional retains most of that spurious repulsion. If the full term $k/(2\sqrt\pi\,\varepsilon_\infty\sigma)$ is added to $E(\sigma)$, the bound minimum disappears, so such a functional can keep a hole spread out when it should localise. The estimate does not settle what hafnia does, but it shows that you should not assume a uniform hole once the ions move.

**Q:** So before I add anything, I should plot the hole density and follow it as the cell grows.

**A:** Yes. If it stays compact, use a charge correction with the permittivity that matches your treatment of the ions. If it keeps filling a bulk cell, leave the point-charge term out and check band filling. With a semilocal functional, also test whether the spreading survives in a method with less self-interaction error. If its width is comparable with $L$, use a larger cell, because once the images overlap, the density in the cell no longer shows the shape of the isolated hole. The numerical output below gives most of the values quoted for the bulk cell.

## Computed values

```
Cubic Madelung constant alpha: 2.837297
Mean potential of point charge (k/L): 2.3e-18
Coulomb constant k: 1.43996 eV nm
Cell edge: 0.51 nm; supercell edge L: 1.02 nm
Atoms in supercell: 96
Permittivity: electronic 4.5, static 20.0
Point correction, electronic eps: 0.4451 eV
Point correction, static eps: 0.1001 eV
Uniform-hole energy: 8.7e-18 eV
Hole split over 1 points: -0.4451 eV
Hole split over 8 points: -0.1113 eV
Hole split over 27 points: -0.0495 eV
Hole split over 64 points: -0.0278 eV
Hole split over 125 points: -0.0178 eV
Mistaken shift if point term is added to a uniform hole:
  L = 1.02 nm, 96 atoms: 0.4451 eV
  L = 1.53 nm, 324 atoms: 0.2967 eV
  L = 2.04 nm, 768 atoms: 0.2225 eV
  L = 2.55 nm, 1500 atoms: 0.1780 eV
Gaussian hole, electronic eps: sigma, needed correction
  0.051 nm (0.05 L): 0.4401 eV
  0.102 nm (0.10 L): 0.4253 eV
  0.204 nm (0.20 L): 0.3666 eV
  0.408 nm (0.40 L): 0.2207 eV
  1.020 nm (1.00 L): 0.0885 eV
  2.040 nm (2.00 L): 0.0442 eV
Hartree crystal: remainder after -band top, frozen bound
  8 primitive cells: 253.56 meV, 313.70 meV
  64 primitive cells: 31.02 meV, 39.31 meV
  216 primitive cells: 9.17 meV, 11.65 meV
Remainder power of L: -3.031, -3.004
Neglected effects in the 96-atom example:
  Oxygen-site Gaussian sigma: 0.06 nm; sites: 64
  Oxygen-site hole, unscreened: 10.59 meV
  Valence electrons: 512
  Local-exchange curvature: -3.62 meV
  Band filling, mass 1 m_e: 0.2711 eV
  Band filling, mass 3 m_e: 0.0904 eV
  Point term, eps spread +-10%: 0.4454 eV
  Static trapping, mass 1 m_e: sigma 0.817 nm, energy -0.0428 eV
  Static trapping, mass 3 m_e: sigma 0.272 nm, energy -0.1285 eV
```
